# Magnetic force theorem for anisotropy energies: proof, errors and a model test, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I am told that the magnetocrystalline anisotropy can be had by converging the potential once without spin-orbit coupling, adding the spin-orbit term, and subtracting band energies for two directions of the magnetization. I doubt it. A band energy double counts the interaction, and the density changes when spin-orbit coupling is switched on. What exactly is claimed, and about which energy?

**A.** The claim concerns a mean-field free energy, either Kohn-Sham theory in Mermin's finite-temperature form or a lattice version of it. I use Hartree units and energies per cell. Let $O_\alpha$ be one-body operators whose averages $\rho_\alpha=\langle O_\alpha\rangle$ are the charge and spin densities. In a continuum $\alpha$ stands for a point $\mathbf r$ and a spin component; I work in a finite basis on a finite $k$ mesh, so every sum is finite, and write $v\cdot\rho=\sum_\alpha v_\alpha\rho_\alpha$. The functional is

$$F=\langle H_0+\xi W\rangle-TS+E[\rho],\qquad W=\mathbf L\cdot\mathbf S=\tfrac12\,\mathbf L\cdot\boldsymbol\sigma .$$

The assumptions are five. The scalar-relativistic operator $H_0$ is real and does not act on spin. The operator $\xi W$ is fixed and does not follow the density. The interaction energy $E$ is smooth and unchanged by a global rotation of all spin densities. The electron number $N$ and the temperature $T>0$ are fixed. The solution $\rho_0$ at $\xi=0$, with potential $v_0=\partial E/\partial\rho|_{\rho_0}$, is a collinear ferromagnet that is stable apart from rigid spin rotations.

Let $F(\mathbf n)$ be the self-consistent free energy with the total moment along $\mathbf n$. Let $G[v]=\sum_n f_n\varepsilon_n-TS$ be the band free energy at fixed $N$ of $H_0+\xi W+v\cdot O$, and let $\rho_{\rm out}$ be the density obtained from the frozen potential $v_0$ turned to point along $\mathbf n$. The theorem says

$$F(\mathbf n)=G[v_0;\mathbf n]+C+\epsilon(\mathbf n),$$

with $C$ independent of $\mathbf n$ and $\epsilon$ of second order in $\rho_{\rm out}-\rho_0$. Two corrections to what you were told are contained in this. The band quantity is a free energy, not the bare eigenvalue sum. And second order in the density change is a statement about $\epsilon$, which does not yet say that $\epsilon$ is small against the anisotropy.

**Q.** Then start with $G$. What properties of it do you need?

**A.** Its first two derivatives. With $x_n=(\varepsilon_n-\mu)/T$ and $f_n=1/(1+e^{x_n})$, the grand potential is $\Omega=\sum_n\phi(\varepsilon_n)$, where $\phi=-T\ln(1+e^{-x})$ and $\phi'(\varepsilon)=f$. The sum over $n$ includes the average over $k$. The entropy of one level is $s=-f\ln f-(1-f)\ln(1-f)$. Since $f=e^{-x}(1-f)$ and $1-f=1/(1+e^{-x})$, we have $s=fx-\ln(1-f)=fx+\ln(1+e^{-x})$, so $\phi=f(\varepsilon-\mu)-Ts$. Summing over levels gives $\Omega+\mu N=\sum f\varepsilon-TS=G$ when $\mu$ is such that $\sum f=N$. Further, $\partial\Omega/\partial\mu=-\sum f$ and $\partial^2\Omega/\partial\mu^2=-D$ with $D=-\sum f'>0$, so the function $Y(\mu)=\Omega(\mu)+\mu N$ is concave, has its maximum where $\sum f=N$, and

$$G=\max_\mu\,[\Omega(\mu)+\mu N].$$

Now add a small Hermitian $V$ at fixed $\mu$. The levels shift by $\delta\varepsilon_n=V_{nn}+\sum_{m\ne n}|V_{mn}|^2/(\varepsilon_n-\varepsilon_m)$, and expanding $\phi$ to second order gives

$$\delta\Omega=\sum_n f_nV_{nn}+\tfrac12\sum_n f_n'V_{nn}^2+\sum_{n}\sum_{m\ne n}\frac{f_n|V_{mn}|^2}{\varepsilon_n-\varepsilon_m}.$$

In the last sum, average the term with its copy under $m\leftrightarrow n$. Both second-order pieces then merge into $\tfrac12\sum_{mn}\Lambda_{mn}|V_{mn}|^2$, with

$$\Lambda_{mn}=\frac{f_m-f_n}{\varepsilon_m-\varepsilon_n},\qquad \Lambda_{mn}=f'\ \text{ if }\ \varepsilon_m=\varepsilon_n .$$

Degenerate levels cause no trouble. Diagonalizing $V$ inside a degenerate block gives $\tfrac12f'$ times the sum of squared eigenvalues, which is $\tfrac12 f'\sum|V_{mn}|^2$ over the block in any basis. Because $f$ decreases strictly for $T>0$, every $\Lambda_{mn}$ is negative. Setting $V=\delta v\cdot O$ gives

$$\frac{\partial\Omega}{\partial v_\alpha}=\rho_\alpha,\qquad \chi^\mu_{\alpha\beta}=\frac{\partial\rho_\alpha}{\partial v_\beta}\Big|_\mu=\sum_{mn}\Lambda_{mn}\,\mathrm{Re}\,[(O_\alpha)_{mn}^*(O_\beta)_{mn}].$$

Since $Y$ is stationary in $\mu$, the change of $\mu$ with $v$ does not enter the first derivative, and $\partial G/\partial v_\alpha=\rho_\alpha$. It does enter the second. Let $d_\alpha=\chi^\mu_{\alpha 1}$ be the response to the unit operator and $d_0=\chi^\mu_{11}=\sum f'=-D$. Raising $\mu$ by $\delta\mu$ is the same as adding $-\delta\mu\cdot 1$ to the Hamiltonian, so $\delta\rho_\alpha=\sum_\beta\chi^\mu_{\alpha\beta}\delta v_\beta-d_\alpha\delta\mu$. Fixed $N$ requires $d\cdot\delta v-d_0\,\delta\mu=0$, and therefore

$$\chi=\frac{\partial\rho}{\partial v}\Big|_N=\chi^\mu-\frac{d\,d^{T}}{d_0}.$$

For any $u$, put $a=d\cdot u/d_0$ and $V=u\cdot O-a$. Then $\sum\Lambda_{mn}|V_{mn}|^2=u\cdot\chi^\mu u-2a\,d\cdot u+a^2d_0=u\cdot\chi u$. The left side is negative unless $V=0$. So $\chi$ is symmetric and negative semidefinite. It is negative definite if the $O_\alpha$ together with the unit operator are linearly independent. From here on I drop the unit operator, since the total charge is fixed, and take the list to be independent. In a finite basis, densities at many points $\mathbf r$ are not independent; one then keeps an independent subset and writes $E$ as a function of it. $G$ is concave in $v$.

**Q.** $G$ is a property of a Hamiltonian, $F$ of a state. How are they connected, and what does self-consistency mean when the moment points in a direction that the crystal does not favour?

**A.** Take any trial potential $w$ and the Fermi ensemble of $H_0+\xi W+w\cdot O$, with density $\rho[w]$. Its band energy is $\sum f\varepsilon=\langle H_0+\xi W\rangle+w\cdot\rho$, so

$$F[w]=G[w]-w\cdot\rho[w]+E[\rho[w]].$$

The term $-w\cdot\rho$ removes the double counting you mentioned. Differentiating, $\partial F/\partial w=\rho-\rho-\chi w+\chi\,\partial E/\partial\rho=\chi\,(\partial E/\partial\rho-w)$, and as $\chi$ is invertible, stationarity means $w=\partial E/\partial\rho$.

For a general $\mathbf n$ no such solution exists near $\rho_0$, because spin-orbit coupling exerts a torque on the moment. There are two ways to define $F(\mathbf n)$ all the same. In the noncollinear definition, the two components $\rho_j$ of the total moment transverse to $\mathbf n$ are required to vanish. Making $F+h\cdot\rho$ stationary, with multipliers $h_j$ on those two components only, gives

$$w=\frac{\partial E}{\partial\rho}+h,\qquad \rho_j=0 .$$

In the collinear definition, $E$ is evaluated with all transverse spin densities set to zero, so that only the charge and $\mathbf n\cdot\mathbf m$ enter and $h$ is not needed. These are different functionals with different anisotropies, and the theorem holds for each.

**Q.** Why should $C$ not depend on the direction?

**A.** Attach a right-handed frame $(\mathbf e_1,\mathbf e_2,\mathbf n)$ to the magnetization and define the spin operators by $\mathbf e_1\cdot\boldsymbol\sigma$, $\mathbf e_2\cdot\boldsymbol\sigma$, $\mathbf n\cdot\boldsymbol\sigma$. Two frames are related by a unitary rotation in spin space alone, which commutes with $H_0$. At $\xi=0$ the Hamiltonians $H_0+v\cdot O$ in two frames, with the same numbers $v_\alpha$, are unitarily equivalent and give the same numbers $\rho_\alpha$. By its invariance, $E$ is the same function of the components in every frame. Hence the lists of numbers $\rho_0$ and $v_0$ solve the scalar-relativistic problem for every $\mathbf n$, and

$$C=E[\rho_0]-v_0\cdot\rho_0$$

is one number. The direction enters only through $W$, which is tied to the lattice by $\mathbf L$. A term that breaks the spin-rotation invariance of $E$, such as the magnetic dipole interaction, lies outside this argument and has to be added separately.

**Q.** Now the main point. The density changes, $E$ changes in first order, and you still say there is no first-order error.

**A.** Two first-order terms cancel. Let $w$ be the self-consistent potential and $\rho=\rho[w]$, with $\delta v=w-v_0$ and $\delta=\rho-\rho_0$. By definition

$$\epsilon=F-G[v_0]-C=G[w]-w\cdot\rho+E[\rho]-G[v_0]-E[\rho_0]+v_0\cdot\rho_0 .$$

Write $w\cdot\rho=\delta v\cdot\rho+v_0\cdot\rho$ and combine $-v_0\cdot\rho+v_0\cdot\rho_0=-v_0\cdot\delta$. Then $\epsilon=B_s+B_E$, with

$$B_s=G[w]-G[v_0]-\delta v\cdot\rho,\qquad B_E=E[\rho]-E[\rho_0]-v_0\cdot\delta .$$

Each bracket is a difference from which its own linear term has been subtracted. For $B_s$, let $g(t)=G[v_0+t\,\delta v]$, so that $g'(1)=\delta v\cdot\rho$ and $g''(t)=\delta v\cdot\chi(v_0+t\,\delta v)\,\delta v$. Integration by parts gives $\int_0^1 t\,g''\,dt=g'(1)-g(1)+g(0)$, which is $-B_s$. For $B_E$, let $e(t)=E[\rho_0+t\delta]$, so that $e'(0)=v_0\cdot\delta$ and $e''=\delta\cdot\mathsf f\,\delta$ with the kernel $\mathsf f=\partial^2E/\partial\rho\,\partial\rho$. Then $\int_0^1(1-t)e''\,dt=-e'(0)+e(1)-e(0)=B_E$. Thus, exactly,

$$B_s=-\int_0^1 t\;\delta v\cdot\chi(v_0+t\,\delta v)\,\delta v\;dt\ \ge 0,\qquad B_E=\int_0^1(1-t)\;\delta\cdot\mathsf f(\rho_0+t\delta)\,\delta\;dt .$$

Here $\chi$ belongs to the Hamiltonian with spin-orbit coupling. The first-order change of $E$ that worried you is $v_0\cdot\delta$. It cancels against the same term in the double-counting correction, and the remaining piece $\delta v\cdot\rho$ cancels against the first-order change of the band free energy. No smallness was used, and neither was self-consistency: the split holds for any $w$. The term $B_s$ is the one-body cost of distorting the frozen-potential ensemble and cannot be negative. The term $B_E$ has the sign of the kernel along $\delta$, so $G+C$ bounds $F$ from neither side.

**Q.** Quadratic in $\delta v$ and $\delta$ is worth nothing if these are large. A ferromagnet without spin-orbit coupling responds infinitely to a transverse field. Could a small perturbation not produce a large $\delta$?

**A.** It could, and that is the reason for fixing $\mathbf n$. At $\xi=0$, rotate the solution rigidly by a small angle. The density changes by a vector $g$, which is the longitudinal spin density of $\rho_0$ copied into a transverse slot. The rotated state is again self-consistent, so $\delta v=\mathsf f g$ and $g=\chi\,\delta v$, which gives $(1-\chi\mathsf f)g=0$ for two independent $g$. Define $A=\mathsf f-\chi^{-1}$. It is the Hessian of $F$ with respect to the density, because $\partial F/\partial\rho=\partial E/\partial\rho-w$ and $\partial w/\partial\rho=\chi^{-1}$. The stability assumption says that $A\ge0$ with null space spanned by the two $g$. Since $1-\chi\mathsf f=(-\chi)A$ is similar to $(-\chi)^{1/2}A(-\chi)^{1/2}$, this is the same as saying that $1-\chi\mathsf f$ has two zero eigenvalues and otherwise positive ones.

The equations for $w$ are $w_\alpha-\partial E/\partial\rho_\alpha=0$ for free components and $\rho_j[w]=0$ for the two constrained ones. The Jacobian has rows of $1-\mathsf f\chi$ for the first kind and rows of $\chi$ for the second. Suppose it annihilates a vector $x$, and put $y=\chi x$. Then $y_j=0$, and $x-\mathsf f y=\eta$ is nonzero on constrained components only. As $x=\chi^{-1}y$, this reads $Ay=-\eta$, and so $y\cdot Ay=-\eta\cdot y=0$. For $A\ge0$ this forces $y$ into the null space. A nonzero combination of the $g$ has a transverse total moment proportional to $M_0\neq0$, which contradicts $y_j=0$, so $y=0$ and $x=0$. The Jacobian is invertible at $\xi=0$ and, by continuity, for small $\xi$. In the collinear definition the transverse components are absent, and the restriction of $A$ is positive definite without any constraint.

Evaluate the equations at $w=v_0$ with spin-orbit coupling on, and let $\delta_{\rm out}=\rho_{\rm out}-\rho_0$. The residuals are $-\mathsf f\,\delta_{\rm out}+O(\delta_{\rm out}^2)$ and $(\delta_{\rm out})_j$. The implicit function theorem gives a unique nearby solution with $\delta v=O(\delta_{\rm out})$, and then $\delta=O(\delta_{\rm out})$ and $h=O(\delta_{\rm out})$. This completes the proof that $\epsilon=O(\delta_{\rm out}^2)$ and

$$F(\mathbf n_1)-F(\mathbf n_2)=G[v_0;\mathbf n_1]-G[v_0;\mathbf n_2]+O(\delta_{\rm out}^2).$$

The constant in the remainder contains the inverse Jacobian and can grow as the lowest nonzero eigenvalue of $1-\chi\mathsf f$ shrinks, so the bound weakens near an instability. How large the error then is depends also on how much $\delta_{\rm out}$ overlaps the soft mode, and the model below is not examined in that regime. For an antiferromagnet $M_0=0$, and the staggered moment has to be constrained instead. If $\mathbf n$ lies on a twofold rotation axis of the crystal, the joint rotation of orbitals and spins by $\pi$ maps the problem onto itself and $h$ onto $-h$. Uniqueness gives $h=0$, so on such axes the noncollinear $F(\mathbf n)$ is an ordinary unconstrained solution.

**Q.** Can the leading error be written down without doing the self-consistent calculation it is meant to replace?

**A.** Yes. To leading order $\chi$ and $\mathsf f$ are constant along the paths, and $\int_0^1t\,dt=\int_0^1(1-t)\,dt=\tfrac12$, so $\epsilon=-\tfrac12\delta v\cdot\chi\,\delta v+\tfrac12\delta\cdot\mathsf f\delta$. Three relations hold: $\delta v=\mathsf f\delta+h$ and $\delta=\delta_{\rm out}+\chi\,\delta v$ up to second order, and $h\cdot\delta=0$ exactly, because both $\rho$ and $\rho_0$ have zero transverse total moment. Substituting $\chi\,\delta v=\delta-\delta_{\rm out}$,

$$\epsilon=-\tfrac12\delta v\cdot\delta+\tfrac12\delta v\cdot\delta_{\rm out}+\tfrac12\delta\cdot\mathsf f\delta ,$$

and $\delta v\cdot\delta=\delta\cdot\mathsf f\delta+h\cdot\delta=\delta\cdot\mathsf f\delta$ cancels the last term. What remains is

$$\epsilon=\tfrac12\,\delta v\cdot\delta_{\rm out}+O(\delta_{\rm out}^3).$$

The vector $\delta v$ follows from one linear system, $(\delta v-\mathsf f\chi\,\delta v)_\alpha=(\mathsf f\,\delta_{\rm out})_\alpha$ on free rows and $(\chi\,\delta v)_j=-(\delta_{\rm out})_j$ on constrained rows. When $h=0$, $\delta=(1-\chi\mathsf f)^{-1}\delta_{\rm out}$ and $\epsilon=\tfrac12\,\delta_{\rm out}\cdot\mathsf f(1-\chi\mathsf f)^{-1}\delta_{\rm out}$, with the inverse taken on the components that symmetry allows. For a single decoupled mode this is $\tfrac12\mathsf f\,\delta_{\rm out}^2/(1-\chi\mathsf f)$. The denominator is positive for a stable mode, so a repulsive channel raises $F$ above $G+C$ and an attractive one lowers it.

**Q.** The anisotropy is itself small. If $\delta_{\rm out}$ is linear in $\xi$, the error is $O(\xi^2)$. What is the order of the signal, and what is the order of $\delta_{\rm out}$?

**A.** For $T>0$ on a finite mesh everything is analytic in $\xi$, and the orders below are those of the expansion in small $\xi$. It is safe for $\xi$ small against $T$. For larger $\xi$ it needs $\xi$ small against the level spacings $\Delta\varepsilon$ that $W$ bridges and, where levels are partly filled, their second-order shifts $\xi^2/\Delta\varepsilon$ small against $T$. At $\xi=0$ the Hamiltonian is real and diagonal in the spin along $\mathbf n$, so the eigenstates on the whole periodic supercell can be taken as real orbitals $|a\rangle$ times spin up or down. The components of $\mathbf L$ are Hermitian and imaginary, $\mathbf L=i\boldsymbol\lambda$ with $\boldsymbol\lambda$ real and antisymmetric. With $\lambda_1=\mathbf e_1\cdot\boldsymbol\lambda$ and so on, and with $\langle\uparrow|\sigma_1|\downarrow\rangle=1$, $\langle\uparrow|\sigma_2|\downarrow\rangle=-i$,

$$\langle a s|W|b s\rangle=\tfrac{i s}{2}(\lambda_n)_{ab},\qquad \langle a\!\uparrow|W|b\!\downarrow\rangle=\tfrac12\,(i\lambda_1+\lambda_2)_{ab},\qquad s=\pm1 .$$

Treat $W$ as one more operator in the list, with $\xi$ as its potential. The diagonal elements vanish by antisymmetry, so $\langle W\rangle_0=0$ and $d_W=\sum f'W_{nn}=0$. The signal therefore begins at second order, $G=G_0+\tfrac12\xi^2\chi_{WW}(\mathbf n)+O(\xi^3)$, with

$$\chi_{WW}=\tfrac14\sum_{s,ab}\Lambda_{as,bs}(\mathbf n\cdot\boldsymbol\lambda_{ab})^2+\tfrac12\sum_{ab}\Lambda_{a\uparrow,b\downarrow}\big[|\boldsymbol\lambda_{ab}|^2-(\mathbf n\cdot\boldsymbol\lambda_{ab})^2\big].$$

In the second sum, $|i\lambda_1+\lambda_2|^2/4$ is counted twice for the two orders of the pair, and $\lambda_1^2+\lambda_2^2=|\boldsymbol\lambda|^2-\lambda_n^2$. This is a constant plus a quadratic form in $\mathbf n$, which a uniaxial crystal allows to be anisotropic.

The density operators are $Q\otimes\sigma$ with $Q$ real and symmetric. For charge and for $\mathbf n\cdot\mathbf m$, only equal-spin pairs contribute, $O_{mn}$ is real and $W_{mn}$ imaginary, and the real part of the product is zero. These densities do not change at first order. In the collinear definition $\delta_{\rm out}=O(\xi^2)$ and $\epsilon=O(\xi^4)$, two orders below a uniaxial anisotropy. The same argument with $d_W=0$ gives $\delta\mu=O(\xi^2)$.

The transverse densities behave differently. For $O=Q\sigma_1$, $\mathrm{Re}[Q_{ab}\cdot\tfrac12(i\lambda_1+\lambda_2)_{ab}]=\tfrac12Q_{ab}(\lambda_2)_{ab}$. For $O=Q\sigma_2$ the conjugated element is $iQ_{ab}$, and the real part is $-\tfrac12Q_{ab}(\lambda_1)_{ab}$. The two orders of each pair double both. With

$$\mathbf A[Q]=\sum_{ab}\Lambda_{a\uparrow,b\downarrow}\,Q_{ab}\,\boldsymbol\lambda_{ab}$$

we get $\delta m_1=\xi A_2$ and $\delta m_2=-\xi A_1$, which is $\delta\mathbf m[Q]=\xi\,\mathbf A[Q]\times\mathbf n$. The vector $\mathbf A$ is built from scalar-relativistic orbitals and energies, so it does not depend on $\mathbf n$, and it transforms like $\mathbf L$, as an axial vector. Here $Q_{ab}$ and $\boldsymbol\lambda_{ab}$ are taken between a spin-up orbital $a$ and a spin-down orbital $b$. If both spins share the same orbitals, as in the model below, $Q_{ab}$ is symmetric and $\boldsymbol\lambda_{ab}$ antisymmetric, so only $\Lambda_{a\uparrow,b\downarrow}-\Lambda_{b\uparrow,a\downarrow}$ contributes, which needs exchange splitting and inequivalent orbitals. In general the exchange potential makes the two sets of orbitals different, and the full sum has to be kept. Physically, the spin cants locally inside the cell, even when symmetry forbids a net canting. If $E$ has a kernel in these channels, then $\epsilon=O(\xi^2)$ in the noncollinear definition. Your fear is justified there: the theorem is true, and the error is nevertheless of the same order as the uniaxial anisotropy.

The collinear result rests on $Q$ being real. If $E$ also depends on imaginary antisymmetric parts of the on-site density matrix, that is on orbital moments, then $O_{mn}$ is imaginary like $W_{mn}$, the linear response survives, and $\epsilon=O(\xi^2)$ even without canting.

The force theorem's error is of second order in the density change; when $E$ depends only on charge and spin densities, this makes it $O(\xi^4)$ in the collinear definition, but it can be $O(\xi^2)$, the order of a uniaxial anisotropy, when spins may cant. It remains to test this on a model and to examine cubic crystals, practical shortcuts, and the assumptions of fixed spin-orbit strength and nonzero temperature.
